# Ground State of an Electron at a Charged Domain Wall

## Problem

A flat domain wall in a ferroelectric lies in the plane $z=0$ and carries positive net charge. On either side there is a uniform electric field of magnitude $F=100$ MV/m, or 1 MV/cm, pointing away from the wall. A conduction electron has the free-electron mass $m$. Find its lowest energy of motion normal to the wall, measured from the potential energy at the wall. How far does the electron spread, and which features of a real wall would change the answer?

Take the wall as infinitely thin, the fields as unlimited in extent, and the electron as alone in a parabolic, isotropic band.

The electron's charge is $-e$, with $e>0$, so the force on it opposes the field and points towards the wall from both sides. With $U(0)=0$ and $f=eF$,

$$U(z)=f|z|,\qquad f=0.100\ \text{eV/nm}.$$

Reversing both fields would turn this well into a ridge that repels electrons.

Because $U$ depends on $z$ alone, the wave function is a plane wave along the wall times $\psi(z)$. The in-plane kinetic energy simply adds to the normal energy $E$, and we set it to zero. With $K=\hbar^2/2m=0.038100$ eV nm²,

$$-K\psi''+f|z|\psi=E\psi. \tag{1}$$

## First estimate by scaling

Let the electron occupy a region of size $L$. Its momentum is then of order $\hbar/L$, its kinetic energy of order $K/L^2$ and its potential energy of order $fL$. Keep the unknown numerical factors as $\alpha$ and $\beta$:

$$E(L)=\frac{\alpha K}{L^2}+\beta fL .$$

A small $L$ costs kinetic energy and a large $L$ costs potential energy. At the minimum,

$$-\frac{2\alpha K}{L^3}+\beta f=0,\qquad L^3=\frac{2\alpha K}{\beta f}.$$

This condition also says $\alpha K/L^2=\tfrac12\beta fL$: the kinetic part is half the potential part. Therefore

$$E=\tfrac32\beta fL=\tfrac32(2\alpha\beta^2)^{1/3}\,\varepsilon,\qquad \varepsilon=(Kf^2)^{1/3}. \tag{2}$$

The natural length and energy are

$$l=\left(\frac Kf\right)^{1/3}=\left(\frac{0.0381}{0.100}\right)^{1/3}\text{nm}=0.7249\ \text{nm},$$

$$\varepsilon=fl=72.495\ \text{meV}.$$

The crudest choice, $\alpha=\beta=1$, gives $E\approx1.89\,\varepsilon\approx137$ meV. The estimate fixes the dependence $E\propto F^{2/3}m^{-1/3}$, but its coefficient rests on a guess. We should expect an energy of order 0.1 eV and a size below a nanometre.

## Exact solution

### Reduction to the Airy equation

Write $u=|z|/l$ and $E=a\varepsilon$. On the side $z>0$, $\psi''=l^{-2}\,d^2\psi/du^2$, so (1) becomes

$$-\frac{K}{l^2}\frac{d^2\psi}{du^2}+flu\,\psi=a\varepsilon\psi .$$

Since $K/l^2=fl=\varepsilon$, division by $\varepsilon$ leaves

$$\frac{d^2\psi}{du^2}=(u-a)\psi. \tag{3}$$

The side $z<0$ gives the same equation, because two derivatives remove the sign of $z$. With $x=u-a$ this is Airy's equation, $y''=xy$. Its solutions are $\mathrm{Ai}(x)$, which decays as $x\to+\infty$, and $\mathrm{Bi}(x)$, which grows. A bound state must be normalizable, so

$$\psi(z)=C_\pm\,\mathrm{Ai}\!\left(\frac{|z|}{l}-a\right),$$

with $C_+$ for $z>0$ and $C_-$ for $z<0$.

### Joining the two sides

Integrate (1) over a short interval around $z=0$. The terms with $U$ and $E$ are finite and their integrals vanish with the interval, so $\psi'$ has no jump. The potential has a corner, but the wave function does not. Continuity of $\psi$ and of $\psi'$ requires

$$(C_+-C_-)\,\mathrm{Ai}(-a)=0,\qquad (C_++C_-)\,\mathrm{Ai}'(-a)=0.$$

The plus sign in the second condition comes from $d|z|/dz=-1$ on the left. $\mathrm{Ai}$ and $\mathrm{Ai}'$ cannot vanish at the same point, since the solution would then be zero everywhere. Two families remain:

- even states, $C_+=C_-$, with $\mathrm{Ai}'(-a)=0$;
- odd states, $C_+=-C_-$, with $\mathrm{Ai}(-a)=0$.

### Which family contains the ground state

For any $x_0\ge0$, integrate $(\mathrm{Ai}\,\mathrm{Ai}')'=\mathrm{Ai}'^2+x\mathrm{Ai}^2$ from $x_0$ to infinity:

$$-\mathrm{Ai}(x_0)\mathrm{Ai}'(x_0)=\int_{x_0}^{\infty}\left(\mathrm{Ai}'^2+x\,\mathrm{Ai}^2\right)dx>0 .$$

Neither function can vanish at $x_0\ge0$, so every $a$ is positive. Now move left from $+\infty$ to the first zero of $\mathrm{Ai}$. The function vanishes at both ends of this range and is positive between them, so it has a maximum inside. There $\mathrm{Ai}'=0$. The smallest $a$ is therefore even.

To locate it, use the power series that follows from $y''=xy$:

$$\mathrm{Ai}(x)=c_1\left(1+\frac{x^3}{6}+\frac{x^6}{180}+\dots\right)-c_2\left(x+\frac{x^4}{12}+\frac{x^7}{504}+\dots\right),$$

where $c_1=\mathrm{Ai}(0)=0.35503$ and $c_2=-\mathrm{Ai}'(0)=0.25882$ are the standard values for the decaying solution. Differentiating and setting $x=-a$ gives

$$c_1\left(\frac{a^2}{2}-\frac{a^5}{30}+\frac{a^8}{1440}-\dots\right)=c_2\left(1-\frac{a^3}{3}+\frac{a^6}{72}-\dots\right).$$

The smallest root is $a=1.018793$. With the next terms of both series included, the brackets are 0.4832 and 0.6628, and both sides equal 0.1715. Hence

$$E_0=1.018793\times72.495\ \text{meV}=73.86\ \text{meV}\approx74\ \text{meV},$$

or $1.183\times10^{-20}$ J.

The first odd root is 2.338107, which gives $E_1=169.5$ meV. This would be the ground energy if an impenetrable barrier stood at $z=0$ and forced $\psi(0)=0$. Here the electron can cross the wall, and its density is greatest there.

As a test, equation (1) was also solved by finite differences on the whole line, with step 0.005 nm and a box from $-10$ to 10 nm, without Airy functions or assumed parity. The two lowest levels came out at 73.857 and 169.501 meV, equal to the Airy values to the digits printed.

### Size and energy shares

First normalize. Airy's equation gives

$$\frac{d}{dx}\left(x\mathrm{Ai}^2-\mathrm{Ai}'^2\right)=\mathrm{Ai}^2+2x\mathrm{Ai}\mathrm{Ai}'-2\mathrm{Ai}'(x\mathrm{Ai})=\mathrm{Ai}^2 .$$

For an even state, where $\mathrm{Ai}'(-a)=0$, it follows that

$$\int_{-a}^{\infty}\mathrm{Ai}^2dx=a\,\mathrm{Ai}(-a)^2 .$$

Let $\rho(u)$ be $\psi^2$ scaled so that $\int_0^\infty\rho\,du=1$. Then $\rho(0)=1/a$ and $\rho'(0)=0$. Using (3), with primes for $d/du$,

$$\rho''=2\psi'^2+2(u-a)\rho,\qquad \rho'''=4(u-a)\rho'+2\rho. \tag{4}$$

Multiply the second relation by $u$ and integrate by parts. The left side is $[u\rho''-\rho']_0^\infty=0$, and the right side gives

$$0=4\left(-2\langle u\rangle+a\right)+2\langle u\rangle,\qquad \langle u\rangle=\frac{2a}{3}.$$

Multiply by $u^2$ instead. The left side becomes $-2\rho(0)=-2/a$, so

$$-\frac2a=4\left(-3\langle u^2\rangle+2a\langle u\rangle\right)+2\langle u^2\rangle,\qquad \langle u^2\rangle=\frac{8a^2}{15}+\frac{1}{5a}.$$

For the ground state these give

$$\langle|z|\rangle=\tfrac23(1.018793)(0.7249\ \text{nm})=0.492\ \text{nm},\qquad \sqrt{\langle z^2\rangle}=0.628\ \text{nm}.$$

The mean potential energy is $f\langle|z|\rangle=2E_0/3=49.2$ meV, which leaves $E_0/3=24.6$ meV of kinetic energy.

The classical turning points, where $f|z|=E_0$, lie at $|z|=al=0.739$ nm. The probability of finding the electron beyond them is

$$\frac{\int_0^\infty\mathrm{Ai}^2dx}{\int_{-a}^\infty\mathrm{Ai}^2dx}=\frac{\mathrm{Ai}'(0)^2}{a\,\mathrm{Ai}(-a)^2}=22.9\%.$$

## Comparison of estimate and solution

The scaling argument gave the right powers of $F$ and $m$ and the right 1:2 division between kinetic and potential energy. Its coefficient, 1.89, is too large by a factor of about 1.9. A definite trial shape shows where the excess comes from. Take a Gaussian of standard deviation $s$ in position,

$$\psi_G=(2\pi s^2)^{-1/4}e^{-z^2/4s^2}.$$

Since $\psi_G'=-(z/2s^2)\psi_G$, the kinetic energy is $K\langle z^2\rangle/4s^4=K/4s^2$. The mean distance is

$$\langle|z|\rangle=\frac{2}{\sqrt{2\pi}\,s}\int_0^\infty z\,e^{-z^2/2s^2}dz=s\sqrt{\frac2\pi}.$$

With $L=s$ this means $\alpha=1/4$ and $\beta=\sqrt{2/\pi}$. Both are below one, and (2) gives

$$E_G=\tfrac32\pi^{-1/3}\varepsilon=1.024\,\varepsilon\approx74.2\ \text{meV}.$$

By the variational principle this is an upper bound on $E_0$. It lies 0.5% above the exact value. Only the combination $\alpha\beta^2$ enters (2), and it does not depend on how $L$ is defined: replacing $L$ by $cL$ multiplies $\alpha$ by $c^2$ and divides $\beta$ by $c$. The Gaussian has $\alpha\beta^2=1/2\pi\approx0.16$, where the crude estimate took 1. The cube root of this ratio accounts for nearly all of the excess.

The opposite limit, high levels, can be treated semiclassically. For two smooth turning points the phase condition is

$$\int_{-a}^{a}\sqrt{a-|u|}\,du=\tfrac43a^{3/2}=\left(n+\tfrac12\right)\pi,\qquad a_n\approx\left[\tfrac{3\pi}{4}\left(n+\tfrac12\right)\right]^{2/3}.$$

It gives 1.115 for $n=0$, which is 9.5% above the exact root, and 2.320 for $n=1$, which is 0.8% below. For the ground state the Gaussian is the better approximation; for the first excited state the semiclassical rule is already good.

The scaling law also gives the response to a weaker field. At fixed mass, halving $F$ multiplies the energy by $2^{-2/3}=0.630$ and lowers it to 46.5 meV.

## What a real wall changes

### Width of the wall

Spread the wall charge over a width $w$ by taking $U=fw\ln\cosh(z/w)$. Far away this tends to $f|z|-fw\ln2$, so the fields there are unchanged, but the bottom is rounded. Since $U\le f|z|$ everywhere, the level measured from the bottom must fall. For $w=0.5$ nm it is 50.7 meV.

For a wall much wider than the electron state, $\ln\cosh(z/w)\approx z^2/2w^2$ and the well is harmonic, $U\approx fz^2/2w$. Insert $\psi=e^{-bz^2/2}$ into the wave equation. Then $-K\psi''=(Kb-Kb^2z^2)\psi$, so $Kb^2=f/2w$ and

$$E=Kb=\sqrt{\frac{Kf}{2w}}.$$

At $w=5$ nm this gives $\sqrt{0.0381\times0.1/10}$ eV $=19.5$ meV, close to the 19.3 meV found numerically for the full potential. The value 74 meV thus belongs to a wall very thin compared with $l$. For small $w$ the level falls by roughly $fw\ln2$, and it is already 67.5 meV at $w=0.1$ nm and 62 meV at $w=0.2$ nm.

### Other electrons

By Gauss's law, a field $F$ on both sides needs a net sheet charge $2\epsilon_0\epsilon_rF$. For a relative permittivity $\epsilon_r=100$ this is 17.7 µC/cm², equivalent to $1.1\times10^{14}$ electrons per cm². If the wall attracts that many electrons, they cancel the distant field.

They also fill several subbands. Counting both spins, states with in-plane wave number below $k$ number $2\pi k^2/(2\pi)^2=k^2/2\pi$ per unit area. Since the in-plane energy is $Kk^2$, each subband holds $1/(2\pi K)$ states per unit area and energy. In the fixed wedge at zero temperature, the second subband therefore begins to fill at

$$\frac{E_1-E_0}{2\pi K}=\frac{0.0956}{2\pi(0.0381)}\ \text{nm}^{-2}=4.0\times10^{13}\ \text{cm}^{-2}.$$

A self-consistent calculation at 300 K, in which each electron feels the mean electrostatic potential of the others, shows how far the level moves. With the wall charge held fixed, electrons cancelling 10% of it lower the level to 71.8 meV above the potential at the wall. With full cancellation it is about 63 meV, 15% below the one-electron value, and 44% of the electrons occupy the lowest subband. Exchange and correlation are left out. These densities and shares also assume a single band with the free-electron mass along the wall; several conduction bands or other in-plane masses would change them.

When electrons are few, only heat lifts them into higher subbands. All subbands have the same density of states, so their populations follow $e^{-E_n/k_BT}$. At 300 K, where $k_BT=25.9$ meV, 97% of the electrons are in the lowest subband.

### Barium titanate as a reference case

A head-to-head wall in barium titanate, with polarization pointing towards the wall from both sides, has the required positive bound charge. Using rough typical values, a polarization of 26 µC/cm² gives $2P=52$ µC/cm². If the dielectric response stayed linear, the 17.7 µC/cm² assumed here would mean that other charges compensate about two thirds of this.

The field, however, points away from the wall and so opposes the polarization. A simple uniform model gives a rough idea of how much the material can withstand. Let the field needed to hold a polarization $p$ be $-Ap+Bp^3$, which vanishes at $p=P$ when $A=BP^2$. The slope there is $2A=1/[\epsilon_0(\epsilon_r-1)]$. The strongest opposing field that still allows a polarized state occurs at $p=P/\sqrt3$ and is

$$\frac{2AP}{3\sqrt3}=\frac{P}{3\sqrt3\,\epsilon_0(\epsilon_r-1)}\approx0.6\ \text{MV/cm}.$$

With these inputs the assumed 1 MV/cm is above the limit, so in this model a uniformly polarized domain could not sustain it. The limit varies as $1/(\epsilon_r-1)$ and would reach 1 MV/cm at a permittivity of about 57.5. The cubic form and $\epsilon_r=100$ are generous for barium titanate: an eighth-order Landau expansion fitted to this material, which at room temperature gives the same $P$ and a permittivity near 190 along the polar axis, puts the limit near 0.15 MV/cm. Barium titanate therefore serves here only as a source of rough material values. The field could not extend far in any case: over 32 nm it would shift the bands by a full gap of roughly 3.2 eV. Of the values tried here, the wide wall gives the largest change: $w=5$ nm lowers the level from 74 to 19 meV. The width of a charged wall in barium titanate is not calculated here, so the thin-wall value of 74 meV is not a prediction for that material. The mass matters about as much as a width of 0.5 nm: at fixed field, normal masses of 0.5 and 5 electron masses give 93 and 43 meV. If light and heavy branches of the conduction band share the same band edge, the heavy one holds the lowest level. The state is only a few lattice steps wide, but on a one-band chain of step 0.4 nm with the same band-edge mass the level is 71 meV with the wall on a site and 74 meV with it midway between sites.

Two further effects have been sized more loosely. For direct tunnelling across the gap, a one-band barrier with the free-electron mass has the exponent

$$\int_0^{E_g/f}2\sqrt{\frac{E_g-fx}{K}}\,dx=\frac{4E_g^{3/2}}{3\sqrt K f}\approx391,$$

and the probability, which falls as the exponential of minus this number, is negligible for inputs near these. The one-band barrier overstates the exponent: a two-band form, in which the decay constant vanishes at both band edges, gives about 230 for the same inputs and about 100 for a mass of 0.2 electron masses. This says nothing about breakdown through defects or avalanche. The electron also drags a lattice distortion with it. The standard weak-coupling polaron formula, quoted here without derivation, multiplies the mass by $1+\alpha_p/6$. With a phonon energy of 90 meV and a high-frequency permittivity of 5, the coupling is $\alpha_p=2.3$, the mass factor 1.39 and the level 66 meV. This level is counted from the bottom of the free-polaron band, which at the same order lies $\alpha_p$ times the phonon energy, about 210 meV, below the bare band edge. That coupling is not weak, and the phonon energy is close to the level spacing of 96 meV, so this figure indicates a direction and a rough size. The remaining values are listed in the numerical output.

## Table of computed values

```
Field magnitude: 1.00 MV/cm
hbar^2/(2 m_e): 0.038100 eV nm^2
Force eF: 0.100 eV/nm
Length scale l: 0.7249 nm
Energy scale: 72.495 meV
Even root a: 1.018793 (dimensionless)
First odd root: 2.338107 (dimensionless)
Ground energy, Airy: 73.857 meV
Ground energy, Airy: 1.1833e-20 J
Ground energy, grid: 73.857 meV
First excited energy, Airy: 169.501 meV
First excited energy, grid: 169.501 meV
Level spacing: 95.644 meV
Turning distance: 0.7386 nm
Mean |z|: 0.4924 nm
RMS z: 0.6278 nm
Mean kinetic energy: 24.619 meV
Mean potential energy: 49.238 meV
Outside probability: 22.92 %
Ground energy at half field: 46.53 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Dilute ground-subband share: 97.38 %
Rough polarization: 26 uC/cm2
Rough relative permittivity: 100
Bare wall charge 2P: 52 uC/cm2
Net wall charge: 17.71 uC/cm2
Compensating density: 1.105e+14 cm^-2
Second-subband onset, 0 K: 3.995e+13 cm^-2
Level, 10% compensation: 71.8 meV
mu minus level, 10%: 12.8 meV
Ground-subband share, 10%: 94.9 %
Level, 100% compensation: 62.8 meV
mu minus level, 100%: 117.0 meV
Ground-subband share, 100%: 44.3 %
Level, wall width w = 0.5 nm: 50.7 meV
Level, wall width w = 5 nm: 19.3 meV
Level, normal mass 0.5 m_e: 93.1 meV
Level, normal mass 5 m_e: 43.2 meV
Rough lattice step: 0.4 nm
Lattice level, wall on site: 71.1 meV
Lattice level, wall between sites: 74.1 meV
Rough phonon energy: 90 meV
High-frequency permittivity: 5
Polaron coupling: 2.34 (dimensionless)
Polaron mass factor: 1.39
Level with polaron mass: 66.2 meV
Rough band gap: 3.2 eV
Distance for gap-sized drop: 32.0 nm
Interband WKB exponent: 391.0 (dimensionless)
```
